# Constrained RPA: Recovering W from U, with a Two-Band Wannier Model: a program that tests the result

```python
"""
Constrained RPA: with P = P_d + P_r and U = (1 - v P_r)^-1 v,
the fully screened W = (1 - v P)^-1 v equals (1 - U P_d)^-1 U.
v: model interaction; P_d: transitions inside the target band;
P_r: all other transitions; z: complex frequency (energy units, eV).
Model: ring of N cells, atoms A (energy -DELTA) and B (+DELTA), hopping -HOP.
The lower band is the half-filled target, the upper band is empty.
Lengths are in cells; neighbouring atoms are half a cell apart.
U_0R is the interaction of the densities of Wannier functions 0 and R.
"""
import numpy as np

DELTA, HOP, V_SITE, DECAY = 1.0, 1.0, 8.0, 1.0   # eV, eV, eV, atom spacings


def ring_interaction(N):
    j = np.arange(2 * N)
    return V_SITE * sum(np.exp(-np.abs(j + 2 * N * m) / DECAY)
                        for m in range(-3, 4))


def band_energy(k):
    return np.sqrt(DELTA**2 + 4 * HOP**2 * np.cos(k / 2)**2)


def lower_state(k):
    theta = np.arctan2(2 * HOP * np.cos(k / 2), DELTA)
    return np.cos(theta / 2), np.sin(theta / 2)


def bloch_crpa(N, z, twist=0.0):
    """2x2 matrices for every q from the analytic Bloch states."""
    n = np.arange(N)
    k = 2 * np.pi * n / N
    occupied = np.minimum(n, N - n) <= (N - 2) // 4
    ko = k[occupied]
    kq = ko[None, :] + k[:, None]
    empty = ~occupied[(n[occupied][None, :] + n[:, None]) % N]
    c, s = lower_state(ko)
    cq, sq = lower_state(kq)
    m_rest = np.stack([-c * sq, s * cq])
    m_target = np.stack([c * cq, s * sq])
    d_rest = band_energy(ko) + band_energy(kq)
    d_target = np.where(empty, band_energy(ko) - band_energy(kq), 1e3)
    w_rest = 4 * d_rest / (z * z - d_rest**2)
    w_target = empty * 4 * d_target / (z * z - d_target**2)
    p_rest = np.einsum('aqk,bqk->qab', m_rest * w_rest, m_rest) / N
    p_target = np.einsum('aqk,bqk->qab', m_target * w_target, m_target) / N
    j = np.arange(2 * N)
    waves = np.cos(k[:, None] * j / 2) * ring_interaction(N)
    same, other = waves[:, ::2].sum(1), waves[:, 1::2].sum(1)
    v = np.stack([np.stack([same, other], -1),
                  np.stack([other, same], -1)], -2)
    one = np.eye(2)
    U = np.linalg.solve(one - v @ p_rest, v)
    W = np.linalg.solve(one - v @ (p_rest + p_target), v)
    k2 = k[None, :] + k[:, None]
    phase = np.exp(1j * twist * (np.sin(k2) - np.sin(k)[None, :]))
    form = np.stack([(a[None, :] * b * phase).mean(1) for a, b in
                     zip(lower_state(k), lower_state(k2))], -1)
    return dict(N=N, q=k, v=v, Pr=p_rest, Pd=p_target, U=U, W=W,
                f=form, dmin=d_rest.min(), dmax=d_rest.max())


def wannier_element(data, matrix, R=0):
    f = data['f']
    value = np.einsum('qa,qab,qb,q->', f.conj(), matrix, f,
                      np.cos(data['q'] * R)) / data['N']
    return complex(value)


def wannier_function(N, x, is_b, twist=0.0):
    k = 2 * np.pi * np.arange(N) / N
    ua, ub = lower_state(k)
    u = np.where(is_b[:, None], ub, ua)
    return (np.cos(x[:, None] * k + twist * np.sin(k)) * u).mean(1)


# ---------- independent real-space calculation on a small ring ----------
N = 10
M = 2 * N
H = np.diag(np.where(np.arange(M) % 2 == 0, -DELTA, DELTA))
for i in range(M):
    H[i, (i + 1) % M] = H[(i + 1) % M, i] = -HOP
energy, psi = np.linalg.eigh(H)
occ, emp, upper = np.arange(N // 2), np.arange(N // 2, N), np.arange(N, M)
site = np.arange(M)
v = ring_interaction(N)[(site[:, None] - site[None, :]) % M]
one = np.eye(M)


def transitions(final):
    rho = (psi[:, occ][:, :, None] * psi[:, final][:, None, :]).reshape(M, -1)
    gap = (energy[final][None, :] - energy[occ][:, None]).ravel()
    return rho, gap


def polarization(final, z):
    rho, gap = transitions(final)
    return (rho * (4 * gap / (z * z - gap**2))) @ rho.T


# Wannier functions by projecting A orbitals on the band and orthonormalizing
left, _, right = np.linalg.svd(psi[:, :N].T[:, ::2])
rotation = left @ right
wan = psi[:, :N] @ rotation
w_formula = wannier_function(N, site / 2, site % 2 == 1)
assert np.allclose(wan[:, 0], w_formula, atol=1e-10)
dens = wan**2
pairs = (wan[:, :, None] * wan[:, None, :]).reshape(M, N * N)
pair_amp = np.array([np.outer(rotation[o], rotation[e]).ravel()
                     for o in occ for e in emp]).T
gap_d = transitions(emp)[1]
diagonal = np.arange(N) * (N + 1)

rho_r, gap_r = transitions(upper)
rt = 2 * rho_r * np.sqrt(gap_r)
pole2, modes = np.linalg.eigh(np.diag(gap_r**2) + rt.T @ v @ rt)
coupling = dens[:, 0] @ v @ rt @ modes
assert np.sqrt(pole2.min()) > gap_r.min() - 1e-9

identity_error = closure_error = 0.0
for z in (0.0, 1.7j, 0.8 + 0.3j, 3.5 + 0.2j):
    Pd, Pr = polarization(emp, z), polarization(upper, z)
    U = np.linalg.solve(one - v @ Pr, v)
    W = np.linalg.solve(one - v @ (Pr + Pd), v)
    W_from_U = np.linalg.solve(one - U @ Pd, U)
    identity_error = max(identity_error, np.abs(W - W_from_U).max())
    # closed equation in the space of all Wannier products
    pi = (pair_amp * (4 * gap_d / (z * z - gap_d**2))) @ pair_amp.T
    Ut = pairs.T @ U @ pairs
    Wt = np.linalg.solve(np.eye(N * N) - Ut @ pi, Ut)
    closure_error = max(closure_error,
                        np.abs(Wt - pairs.T @ W @ pairs).max())
    # Bloch formula against real-space sums
    bloch = bloch_crpa(N, z)
    for R in range(4):
        for name, X in (('v', v), ('U', U), ('W', W)):
            direct = dens[:, 0] @ X @ dens[:, R]
            assert abs(direct - wannier_element(bloch, bloch[name], R)) < 1e-8
    # pole expansion against matrix inversion
    expansion = (dens[:, 0] @ v @ dens[:, 0]
                 + np.sum(coupling**2 / (z * z - pole2)))
    assert abs(expansion - dens[:, 0] @ U @ dens[:, 0]) < 1e-8
    if z == 0.0:
        U_static, W_static = U, W
        Udd = Ut[np.ix_(diagonal, diagonal)]
        pdd = pi[np.ix_(diagonal, diagonal)]
        W_dens_only = np.linalg.solve(np.eye(N) - Udd @ pdd, Udd)[0, 0]
    if complex(z).real == 0.0:
        for gap_matrix in (v - U.real, U.real - W.real):
            sym = (gap_matrix + gap_matrix.T) / 2
            assert np.linalg.eigvalsh(sym).min() > -1e-9
assert identity_error < 1e-8 and closure_error < 1e-8
W_small = dens[:, 0] @ W_static @ dens[:, 0]
assert abs(W_dens_only - W_small) > 1e-3


def finite_field_potential(basis, strength=1e-5, mixing=0.06, steps=500):
    """Self-consistent potential of a small test charge of Wannier shape.
    Orbitals may only relax inside the span of the given basis."""
    def density(phi):
        h = basis.T @ (H + np.diag(phi)) @ basis
        orbitals = basis @ np.linalg.eigh(h)[1][:, :N // 2]
        return 2 * np.sum(orbitals**2, axis=1)
    n0 = density(np.zeros(M))
    result = []
    for sign in (1, -1):
        external = sign * strength * v @ dens[:, 0]
        phi = np.zeros(M)
        for _ in range(steps):
            phi += mixing * (external + v @ (density(phi) - n0) - phi)
        result.append(phi)
    return (result[0] - result[1]) / (2 * strength)


field_W = finite_field_potential(psi)
field_U = finite_field_potential(psi[:, np.r_[occ, upper]])
err_W = np.abs(field_W - W_static @ dens[:, 0]).max()
err_U = np.abs(field_U - U_static @ dens[:, 0]).max()
assert err_W < 1e-5 and err_U < 1e-5

# ---------- worked example on large rings ----------
NL = 202
big = bloch_crpa(NL, 0.0)
bigger = bloch_crpa(402, 0.0)
elem = {name: [wannier_element(big, big[name], R).real for R in range(3)]
        for name in ('v', 'U', 'W')}
U402 = wannier_element(bigger, bigger['U']).real
W402 = wannier_element(bigger, bigger['W']).real
assert abs(U402 - elem['U'][0]) < 1e-3
assert elem['W'][0] < elem['U'][0] < elem['v'][0]
double = np.linalg.solve(np.eye(2) - big['U'] @ (big['Pr'] + big['Pd']),
                         big['U'])
W_double = wannier_element(big, double).real
assert W_double < elem['W'][0]

atoms = np.arange(-NL, NL)
x = atoms / 2
w0 = wannier_function(NL, x, atoms % 2 != 0)
TWIST = 1.0
w1 = wannier_function(NL, x, atoms % 2 != 0, TWIST)
spread = [np.sum(x**2 * w**2) - np.sum(x * w**2)**2 for w in (w0, w1)]
assert abs(np.sum(w0**2) - 1) < 1e-10
assert abs(spread[1] - spread[0] - TWIST**2 / 2) < 1e-6
twisted = bloch_crpa(NL, 0.0, TWIST)
U_twist = wannier_element(twisted, twisted['U']).real
assert abs(U_twist - elem['U'][0]) > 1e-2

onset = band_energy(np.pi / 2) + band_energy(np.pi)
assert abs(big['dmin'] - onset) < 0.02


def U00(z):
    data = bloch_crpa(NL, z)
    return wannier_element(data, data['U'])


low = [U00(w).real for w in (0.0, 1.0, 2.0, 2.5)]
assert all(a > b for a, b in zip(low, low[1:]))
assert abs(U00(1000.0) - elem['v'][0]) < 1e-3
ETA = 0.1
scan = np.arange(2.5, 9.01, 0.05)
loss = np.array([-U00(w + 1j * ETA).imag for w in scan])
assert loss.min() > 0

print(f"DELTA = {DELTA:.1f} eV, hopping t = {HOP:.1f} eV")
print(f"on-site v = {V_SITE:.1f} eV, decay length = {DECAY:.1f} atom spacings")
print(f"lower band: {-band_energy(0.0):.4f} to {-band_energy(np.pi):.4f} eV")
print(f"Fermi energy (infinite chain) = {-band_energy(np.pi/2):.4f} eV")
print(f"Tests on {N}-cell ring:")
print(f" largest error of identity = {identity_error:.1e} eV")
print(f" largest error of Wannier-pair closure = {closure_error:.1e} eV")
print(f" finite-field error: U {err_U:.1e} eV, W {err_W:.1e} eV")
print(f" static W00, all products = {W_small:.4f} eV")
print(f" static W00, densities only = {W_dens_only:.4f} eV")
print(f" lowest rest transition = {gap_r.min():.4f} eV")
print(f" lowest, highest pole of U = {np.sqrt(pole2[0]):.4f}, "
      f"{np.sqrt(pole2[-1]):.4f} eV")
print(f"Example on {NL}-cell ring:")
print(f" Wannier amplitude: home A {w0[NL]:.4f}, nearest B {w0[NL+1]:.4f}, "
      f"next A {w0[NL+2]:.4f}")
print(f" Wannier spread = {spread[0]:.4f} cell^2")
print("Static matrices at q = pi: AA, AB, BB")
for name, unit in (('v', 'eV'), ('Pr', '1/eV'), ('Pd', '1/eV'),
                   ('U', 'eV'), ('W', 'eV')):
    X = big[name][NL // 2]
    print(f" {name:2s} = {X[0,0]:.5f}, {X[0,1]:.5f}, {X[1,1]:.5f} {unit}")
print("Static Wannier elements: v, U, W")
for R in range(3):
    print(f" R = {R}: {elem['v'][R]:.4f}, {elem['U'][R]:.4f}, "
          f"{elem['W'][R]:.4f} eV")
print(f" 402 cells: U00 = {U402:.4f} eV, W00 = {W402:.4f} eV")
print(f" W00 if U is screened by full P = {W_double:.4f} eV")
print(f" gauge phase {TWIST:.1f}*sin k: spread = {spread[1]:.4f} cell^2, "
      f"U00 = {U_twist:.4f} eV")
print(f"Rest continuum (infinite chain) starts at {onset:.4f} eV")
print(f"Highest rest transition = {big['dmax']:.4f} eV")
print("U00(omega) below the continuum, no broadening:")
for w, value in zip((0.0, 1.0, 2.0, 2.5), low):
    print(f" omega = {w:.1f} eV: {value:.4f} eV")
print(f"U00(omega + i*eta), eta = {ETA:.1f} eV: real, imaginary part")
for w in (3.0, 4.0, 5.0, 6.0, 8.0, 20.0):
    value = U00(w + 1j * ETA)
    print(f" omega = {w:.1f} eV: {value.real:.4f}, {value.imag:.4f} eV")
print(f"Largest -Im U00 = {loss.max():.3f} eV at "
      f"omega = {scan[loss.argmax()]:.2f} eV (grid 0.05 eV)")
print("all tests passed")
```

Output:

```
DELTA = 1.0 eV, hopping t = 1.0 eV
on-site v = 8.0 eV, decay length = 1.0 atom spacings
lower band: -2.2361 to -1.0000 eV
Fermi energy (infinite chain) = -1.7321 eV
Tests on 10-cell ring:
 largest error of identity = 9.6e-15 eV
 largest error of Wannier-pair closure = 1.2e-14 eV
 finite-field error: U 1.6e-10 eV, W 2.0e-10 eV
 static W00, all products = 1.4519 eV
 static W00, densities only = 1.4579 eV
 lowest rest transition = 2.9021 eV
 lowest, highest pole of U = 3.0774, 5.4323 eV
Example on 202-cell ring:
 Wannier amplitude: home A 0.9049, nearest B 0.2959, next A -0.0342
 Wannier spread = 0.0559 cell^2
Static matrices at q = pi: AA, AB, BB
 v  = 6.09275, -0.00000, 6.09275 eV
 Pr = -0.04493, 0.00000, -0.13848 1/eV
 Pd = -4.25210, -0.00000, -0.25795 1/eV
 U  = 4.78338, -0.00000, 3.30459 eV
 W  = 0.22416, -0.00000, 1.78394 eV
Static Wannier elements: v, U, W
 R = 0: 6.3554, 5.7987, 0.6501 eV
 R = 1: 1.3122, 1.4707, 0.1688 eV
 R = 2: 0.1892, 0.1697, 0.0177 eV
 402 cells: U00 = 5.7987 eV, W00 = 0.6296 eV
 W00 if U is screened by full P = 0.6426 eV
 gauge phase 1.0*sin k: spread = 0.5559 cell^2, U00 = 3.1755 eV
Rest continuum (infinite chain) starts at 2.7321 eV
Highest rest transition = 4.4721 eV
U00(omega) below the continuum, no broadening:
 omega = 0.0 eV: 5.7987 eV
 omega = 1.0 eV: 5.7591 eV
 omega = 2.0 eV: 5.5851 eV
 omega = 2.5 eV: 5.3217 eV
U00(omega + i*eta), eta = 0.1 eV: real, imaginary part
 omega = 3.0 eV: 4.9864, -0.7139 eV
 omega = 4.0 eV: 7.5941, -1.0827 eV
 omega = 5.0 eV: 5.8640, -1.1148 eV
 omega = 6.0 eV: 7.1774, -0.1049 eV
 omega = 8.0 eV: 6.5891, -0.0091 eV
 omega = 20.0 eV: 6.3814, -0.0003 eV
Largest -Im U00 = 3.132 eV at omega = 3.80 eV (grid 0.05 eV)
all tests passed
```
